# Conducting Ewald boundaries and Kirkwood's g: the uniform 1/N correlation

## 1. Result

Take $N$ rigid dipoles of moment $\mu$ in a cubic periodic cell of volume $V=L^3$ at temperature $T$, with Ewald sums and conducting surroundings. Let $C(\mathbf r)$ be the mean cosine between two dipoles a distance $\mathbf r$ apart. For a large cell,

$$C_{\rm cell}(\mathbf r)=\sum_{\mathbf n}C_\infty(\mathbf r+\mathbf nL)+\frac{c}{N},\qquad c=\frac{(\epsilon-1)^2}{9\epsilon y},\qquad y=\frac{4\pi N\mu^2}{9VkT}. \tag{1}$$

Here $C_\infty$ is the short-ranged correlation of the infinite medium, $\mathbf n$ runs over integer vectors, and $\epsilon$ is the static dielectric constant. Kirkwood's factor $g$ is the sum of $C_\infty$ over all separations, self term included. The full-cell factor is $G=\langle M^2\rangle/(N\mu^2)$, with $\mathbf M$ the total moment. Summing (1) over the cell gives

$$G=g+c,\qquad \frac Gg=\frac{3\epsilon}{2\epsilon+1}. \tag{2}$$

Each pair gains a correlation of order $1/N$, but a dipole has $N-1$ partners, so the sum changes by a finite amount.

**Assumptions.** The dipoles are classical and non-polarizable. The phase is disordered, its dielectric tensor is isotropic (a fluid or a cubic lattice), and $L$ is much larger than the correlation length. Units have $4\pi\epsilon_0=1$. The algebra is written for dipoles on lattice sites. For a fluid, replace $C(\mathbf r)$ by its product with the pair distribution function, which tends to 1 at large distance, and replace site sums by density times integrals.

## 2. Where the uniform term comes from

Write the energy of a pair as $\sum_{ab}\mu_{ia}T_{ab}(\mathbf r)\mu_{jb}$. The Ewald sum with conducting surroundings omits the $\mathbf k=0$ term:

$$T_{ab}(\mathbf r)=\frac{1}{V}\sum_{\mathbf k\ne0}\frac{4\pi k_ak_b}{k^2}e^{i\mathbf k\cdot\mathbf r}.$$

Its trace follows from $\sum_a k_a^2/k^2=1$:

$$\operatorname{tr}T=\frac{4\pi}{V}\Big(\sum_{\text{all }\mathbf k}e^{i\mathbf k\cdot\mathbf r}-1\Big)=4\pi\sum_{\mathbf n}\delta(\mathbf r+\mathbf nL)-\frac{4\pi}{V}.$$

Between separated dipoles the trace is $-4\pi/V$, whereas the bare dipole tensor is traceless. The isotropic part of the pair energy is therefore $-(4\pi/3V)\,\boldsymbol\mu_i\cdot\boldsymbol\mu_j$ at every distance, and it favours parallel alignment.

At weak coupling, expand the Boltzmann factor to first order and use $\langle\mu_a\mu_b\rangle=\mu^2\delta_{ab}/3$ for a free dipole:

$$C=-\frac{1}{\mu^2kT}\sum_{abd}\langle\mu_{id}\mu_{ia}\rangle T_{ab}\langle\mu_{jb}\mu_{jd}\rangle=-\frac{\mu^2}{9kT}\operatorname{tr}T=\frac{4\pi\mu^2}{9VkT}=\frac yN .$$

So $c\to y$ at weak coupling. At finite coupling the medium responds to this term, and linear response supplies the full value.

## 3. Fluctuations from linear response

Define

$$\mathbf M_{\mathbf k}=\sum_j\boldsymbol\mu_je^{-i\mathbf k\cdot\mathbf r_j},\qquad s(\mathbf k)=\frac{\langle|\mathbf M_{\mathbf k}|^2\rangle}{N\mu^2}=\sum_{\mathbf r}C(\mathbf r)e^{-i\mathbf k\cdot\mathbf r}.$$

Then $s(0)=G$. For a classical system with perturbation $-fA$ and $\langle A\rangle_0=0$, first-order expansion gives $\langle A\rangle=f\langle A^2\rangle/kT$.

**Zero wave vector.** Take $A=M_x$ and a uniform field $f=F$. Since the $\mathbf k=0$ term is absent, the dipoles add nothing to the cell-averaged field, so $F$ is the Maxwell field and the polarization is $P=(\epsilon-1)F/4\pi$. Also $P=\langle M_x\rangle/V=F\langle M_x^2\rangle/(VkT)$. With $\langle M_x^2\rangle=\langle M^2\rangle/3$,

$$\epsilon-1=\frac{4\pi\langle M^2\rangle}{3VkT}=3yG. \tag{3}$$

**Small nonzero wave vector.** Apply $F\hat{\mathbf e}\cos\mathbf k\cdot\mathbf r$, which couples to $A=\operatorname{Re}(\hat{\mathbf e}\cdot\mathbf M_{\mathbf k})$. Translation symmetry makes $\langle(\hat{\mathbf e}\cdot\mathbf M_{\mathbf k})^2\rangle$ vanish, so $\langle A^2\rangle=\tfrac12\langle|\hat{\mathbf e}\cdot\mathbf M_{\mathbf k}|^2\rangle$. A polarization wave $P\cos\mathbf k\cdot\mathbf r$ has $\langle A\rangle=\int P\cos^2(\mathbf k\cdot\mathbf r)\,d^3r=VP/2$. The halves cancel:

$$\frac{P}{F}=\frac{\langle|\hat{\mathbf e}\cdot\mathbf M_{\mathbf k}|^2\rangle}{VkT}.$$

As $k\to0$ the medium responds locally to the Maxwell field $E$, with $P=(\epsilon-1)E/4\pi$. There are two cases.

- Transverse, $\hat{\mathbf e}\perp\mathbf k$. The wave has no polarization charge, since $\nabla\cdot\mathbf P=0$. Hence $E=F$ and $4\pi P/F=\epsilon-1$.
- Longitudinal, $\hat{\mathbf e}\parallel\mathbf k$. The polarization charge gives the field $-4\pi P$, so $4\pi P=(\epsilon-1)(F-4\pi P)$. Collecting $P$ gives $4\pi P\,\epsilon=(\epsilon-1)F$, so $4\pi P/F=1-1/\epsilon$.

The definitions give $4\pi\langle|\mathbf M_{\mathbf k}|^2\rangle/(VkT)=9y\,s(\mathbf k)$. Adding two transverse directions and one longitudinal,

$$9y\,s(0^+)=2(\epsilon-1)+\frac{\epsilon-1}{\epsilon}=\frac{(\epsilon-1)(2\epsilon+1)}{\epsilon}, \tag{4}$$

while (3) gives $9y\,s(0)=3(\epsilon-1)$. The cell lacks longitudinal screening at the single point $\mathbf k=0$, and this is the whole difference.

## 4. Kirkwood's equation

The tensor $\langle M_{\mathbf k,a}M^*_{\mathbf k,b}\rangle$ depends on the direction of $\mathbf k$ even as $k\to0$. In real space this is the dipolar tail $r^{-3}$. Its trace, by (4), has a limit independent of direction, so the cosine has no such tail. Direction dependence in $s$ can first enter at order $k^2$. By counting powers (three from $d^3k$, two from $k^2$) it gives at most a tail $r^{-5}$, which is summable. The sum of $C_\infty$ is therefore $s(0^+)$:

$$g=\sum_{\mathbf r}C_\infty(\mathbf r)=\frac{(\epsilon-1)(2\epsilon+1)}{9\epsilon y}. \tag{5}$$

This is Kirkwood's equation for rigid dipoles.

## 5. Back to real space

The cell allows $\mathbf k=2\pi\mathbf m/L$ with integer $\mathbf m$. Assume that at each nonzero $\mathbf k$ the cell's $s(\mathbf k)$ differs from the infinite medium's $s_\infty(\mathbf k)$ by a smooth amount of order $1/N$. This is where a large cell is needed. Define $s_\infty(0)$ by its limit $g$, then add and subtract it:

$$C_{\rm cell}(\mathbf r)=\frac1N\sum_{\mathbf k}s(\mathbf k)e^{i\mathbf k\cdot\mathbf r}\simeq\frac1N\sum_{\mathbf k}s_\infty(\mathbf k)e^{i\mathbf k\cdot\mathbf r}+\frac{G-g}{N}.$$

In the first term insert $s_\infty(\mathbf k)=\sum_{\mathbf R}C_\infty(\mathbf R)e^{-i\mathbf k\cdot\mathbf R}$. The sum $N^{-1}\sum_{\mathbf k}e^{i\mathbf k\cdot(\mathbf r-\mathbf R)}$ is 1 if $\mathbf r-\mathbf R$ is a cell translation and 0 otherwise, which leaves the sum over images in (1). The second term does not depend on $\mathbf r$, because a change at one point of $\mathbf k$ space is a constant in real space. Its size is

$$c=G-g=\frac{1}{9y}\left[3(\epsilon-1)-\frac{(\epsilon-1)(2\epsilon+1)}{\epsilon}\right]=\frac{\epsilon-1}{9y}\,\frac{3\epsilon-2\epsilon-1}{\epsilon}=\frac{(\epsilon-1)^2}{9\epsilon y}.$$

Dividing (3) by (5) gives the ratio:

$$\frac Gg=\frac{\epsilon-1}{3y}\cdot\frac{9\epsilon y}{(\epsilon-1)(2\epsilon+1)}=\frac{3\epsilon}{2\epsilon+1}.$$

**What "uniform" means.** The constant appears in the cosine, the trace of the correlation tensor; the traceless components keep their dipolar dependence on $\mathbf r$. The neglected smooth changes of $s$ also give corrections of order $1/N$ at short distance. The self term shows one: $C(0)=1$ in any cell, so a local correction must cancel $c/N$ there. Such corrections add only order $1/N$ to $G$.

**Reading the formula.** Substituting $\epsilon-1=3yG$ gives $c=yG^2/\epsilon$. This is the bare value $y$ of Section 2, multiplied by a factor $G$ for the response at each end of the pair and divided by $\epsilon$.

**Limits.** For $\epsilon\to1$, $G/g-1=(\epsilon-1)/(2\epsilon+1)\to y$, and the two factors merge. For $\epsilon\to\infty$ the ratio tends to $3/2$.

**Partial sums.** A sum over the $n$ sites within a radius that exceeds the correlation length but stays below $L/2$ gives

$$\sum_{r<R}C_{\rm cell}=g+\frac nN(G-g). \tag{6}$$

It grows linearly with $n$ instead of levelling off. Extrapolating that line to $n=0$ recovers $g$.

## 6. Other surroundings

Let the periodic array form a large sphere in a medium $\epsilon'$. A uniformly polarized sphere of radius $R$ has a uniform inner field $E$ and an outer dipole potential $p\cos\theta/r^2$. Continuity of the potential gives $p=-ER^3$. Continuity of the normal displacement gives $E+4\pi P=2\epsilon'p/R^3=-2\epsilon'E$, so

$$E=-\frac{4\pi P}{2\epsilon'+1},\qquad U=-\tfrac12VPE=\frac{2\pi M^2}{(2\epsilon'+1)V}.$$

$U$ is the energy added per cell; it vanishes for $\epsilon'\to\infty$. With a field $F$ coupled to $\mathbf M$, the Maxwell field is $F-4\pi P/(2\epsilon'+1)$, hence

$$4\pi P\left[1+\frac{\epsilon-1}{2\epsilon'+1}\right]=(\epsilon-1)F,\qquad \frac{4\pi P}{F}=\frac{(\epsilon-1)(2\epsilon'+1)}{2\epsilon'+\epsilon}.$$

Three times this replaces $3(\epsilon-1)$ in $9y\,s(0)$. Nonzero $\mathbf k$ is unaffected to leading order:

$$c(\epsilon')=\frac{1}{9y}\left[\frac{3(\epsilon-1)(2\epsilon'+1)}{2\epsilon'+\epsilon}-\frac{(\epsilon-1)(2\epsilon+1)}{\epsilon}\right].$$

For $\epsilon'=\epsilon$ the first term equals the second and $c=0$: matched surroundings give $G=g$. For vacuum, $\epsilon'=1$,

$$c=\frac{\epsilon-1}{9y}\,\frac{9\epsilon-(2\epsilon+1)(\epsilon+2)}{\epsilon(\epsilon+2)}=-\frac{2(\epsilon-1)^3}{9y\,\epsilon(\epsilon+2)}.$$

The depolarizing field now suppresses $\mathbf M$, and distant dipoles are slightly antiparallel.

## 7. A worked case

Dipoles of $0.3\ e\,$Å sit on a simple cubic lattice of spacing $a=3.0$ Å at 300 K. These are round model values. Each dipole is a Gaussian charge cloud, with pair potential $\operatorname{erf}(r/a)/r$ between unit charges. The smearing leaves the small-$k$ laws unchanged. Then

$$\frac{\mu^2}{a^3kT}=\frac{0.04800\ \text{eV}}{0.02585\ \text{eV}}=1.857,\qquad y=\frac{4\pi}{9}(1.857)=2.592 .$$

**A solvable model.** First let the dipole components be Gaussian variables, with only the mean square length fixed. Correlations then follow from diagonalizing the coupling at each $\mathbf k$. Averaging $NC$ over separations beyond $0.55L$ gives:

| $N$ | $N C_{\rm far}$ | $(\epsilon-1)^2/(9\epsilon y)$ |
|---|---|---|
| 216 | 0.3645 | 0.3680 |
| 1728 | 0.3684 | 0.3687 |
| 4096 | 0.3685 | 0.3687 |

The far correlation thus falls as $1/N$ with the predicted coefficient. In the last two rows the difference is below 0.1%. With one more digit it is 0.00023 and then 0.00024, but larger cells show that it vanishes: it is 0.00016 for $L=20a$ and 0.00004 for $L=40a$. From $L=20a$ on, the difference times $(L/a)^2$ stays at 0.065; smaller cells have not reached this regime. This fall as $1/L^2$ is what the tail $r^{-5}$ of Section 4 gives after multiplication by $N\propto L^3$.

For $N=4096$, $G=1.2225$ and $g=0.8538$. Equation (6) for the 1419 sites within 7 spacings predicts $0.8538+(1419/4096)(0.3687)=0.9815$; the direct sum is 0.9816. Matched surroundings reduce $NC_{\rm far}$ to $-0.0003$. Vacuum gives $-0.5610$, against $-0.5606$ from the formula. At the weak coupling $\mu^2/(a^3kT)=0.002$, $NC_{\rm far}/y=0.993$, close to the limit 1.

**Rigid dipoles.** Fixed-length dipoles were sampled by Monte Carlo in a cell of 216, with edge 18 Å. One run in a field of 0.0215 V/Å gives $\epsilon=10.37\pm0.04$ from the polarization. The field is weak in the sense that $\mu F/kT=0.25$; at $2\times10^8$ V/m a real liquid would usually break down. The prediction is

$$c=\frac{(9.367)^2}{9(10.367)(2.592)}=0.363 .$$

A separate run without field gives a far cosine of $0.00172\pm0.00003$, or $NC_{\rm far}=0.372\pm0.007$. The two differ by 1.2 combined standard errors. In the solvable model this small cell lowers the plateau by about 0.003; applied here, that widens the difference to 1.7 standard errors. A longer field-free run gives $NC_{\rm far}=0.364\pm0.006$.

The same run gives $G=1.233\pm0.005$. Subtracting the plateau gives $g=0.861\pm0.006$, and

$$\frac Gg=1.432\pm0.010,\qquad \frac{3\epsilon}{2\epsilon+1}=\frac{31.10}{21.73}=1.431 .$$

The two factors lie on opposite sides of 1. The mean cosine between nearest neighbours is $-0.034$, so they are weakly antiparallel. This sign comes from the overlap of neighbouring charge clouds, which adds a positive short-range part to $\operatorname{tr}T$. In the solvable model the same cosine is $-0.035$, but it becomes $+0.069$ if the clouds are narrowed to 0.6 of their width. Narrowing lowers the trace at the nearest-neighbour distance only from 0.83 to 0.65 in units of $a^{-3}$, and it also changes the trace at larger distances and the traceless part. The sign is thus a balance between the overlap term and a tendency to parallel order; with the short-range trace removed at all separations, the solvable model comes close to ordering and the cosine is about $+0.6$. The six nearest neighbours add about $-0.20$ to the self term 1, and the short-ranged correlation with the other sites brings the sum to $g=0.861$. The uniform term lifts $G$ above 1, and $G$ read as a measure of local order would give the wrong sign.

**A discrepancy.** The field-free fluctuations give $\epsilon=10.59\pm0.04$ through (3). This is 2% above the field value, or nearly four combined standard errors. Saturation has the right sign. For a free dipole the response is reduced by the fraction $x^2/15$ with $x=\mu F/kT=0.25$, about 0.4%. Interactions enlarge this: longer runs give $\epsilon=10.44\pm0.03$ at $x=0.25$ and $10.21\pm0.02$ at $x=0.5$, and a shift proportional to $x^2$ then amounts to $0.08\pm0.01$ at $x=0.25$. Further runs, with $10.25\pm0.01$ at $x=0.5$ and $9.65\pm0.01$ at $x=1$, put it nearer 0.05 to 0.06. Saturation thus accounts for a quarter to a third of the gap. A field-free run with twice the equilibration gives $10.47\pm0.05$ and a longer one $10.48\pm0.03$, in agreement with the field values once these are corrected for saturation. The rest of the gap is therefore mostly a high value of 10.59, nearly three of its standard errors above 10.47, and the quoted $G=1.233$ is probably high by about 0.014. Incomplete equilibration is an unlikely cause: without field the normalized autocorrelation of $\mathbf M$ is 0.36 after one sweep and 0.06 after two, while the first 20 sweeps were discarded. The discrepancy also moves $g$: equation (5) gives 0.842 with the field value and 0.860 with the fluctuation value. The predicted ratio hardly changes, from 1.431 to 1.432, because $3\epsilon/(2\epsilon+1)$ is nearly flat at this $\epsilon$. The ratio is thus a robust check of the uniform term but a poor measure of $\epsilon$.

## 8. Real polar liquids and electronic polarization

The moment and the volume per dipole are of the order found in small-molecule polar liquids. Water has roughly $0.4\ e\,$Å for the free molecule, 30 Å$^3$ per molecule and $\epsilon$ near 80 at room temperature. Its $\epsilon$ is far above that of this example, and its molecules are neither fixed to a lattice nor smeared as here. For $\epsilon=80$ the rigid-dipole ratio would be $240/161=1.49$.

Real molecules break the assumption of rigid dipoles, since their electrons polarize. Treat this as a continuum background $\epsilon_\infty$ and let $p$ be the orientational polarization, with $p=\chi E$ and $4\pi\chi=\epsilon-\epsilon_\infty$. A field $F$ that acts on $p$ alone gives $p=\chi F$ in the transverse case. In the longitudinal case the background screens the field of $p$ to $-4\pi p/\epsilon_\infty$, so

$$p=\chi\left(F-\frac{4\pi p}{\epsilon_\infty}\right)\quad\Rightarrow\quad p\left(1+\frac{\epsilon-\epsilon_\infty}{\epsilon_\infty}\right)=\chi F\quad\Rightarrow\quad p=\chi F\,\frac{\epsilon_\infty}{\epsilon}.$$

At $\mathbf k=0$ with conducting surroundings all three directions give $\chi F$. The ratio of traces becomes

$$\frac{3}{2+\epsilon_\infty/\epsilon}=\frac{3\epsilon}{2\epsilon+\epsilon_\infty}.$$

For $\epsilon=10.37$ held fixed and $\epsilon_\infty=2$, a rough value for a molecular liquid, the ratio is 1.368 instead of 1.431, a reduction of 4%. This estimate concerns the orientational part of the moment and leaves out molecular local fields.

## 9. When the result fails

If the correlation length approaches $L/2$, images overlap, no plateau can be identified, and $s$ at the smallest nonzero $\mathbf k$ is no longer near its limit. In a ferroelectric phase $\langle\mathbf M\rangle\ne0$ and the linear-response step does not apply as written. If the dielectric tensor is anisotropic, the longitudinal response depends on the direction of $\mathbf k$. The trace then has no single limit at $k\to0$, and a scalar $g$ does not capture the difference between cell and medium.

## Calculated quantities

```
temperature                        300 K
kT                                 0.02585 eV
lattice spacing                    3.0 angstrom
dipole moment                      0.3 e angstrom
mu^2/spacing^3                     0.04800 eV
coupling b = mu^2/(spacing^3 kT)   1.8567
y                                  2.5924
V * trace of far cell tensor       -12.5664 (-4 pi = -12.5664)
-- solvable harmonic model --
N=  216: eps 10.4902, N*C_far 0.36453, formula 0.36798
N= 1728: eps 10.5065, N*C_far 0.36844, formula 0.36867
N= 4096: eps 10.5078, N*C_far 0.36849, formula 0.36873
N=4096: G, g from formula          1.2225, 0.8538
running sum to 7 spacings, sites   0.9816, 1419
running sum predicted              0.9815
small k: longitudinal, 1-1/eps     0.90483, 0.90483
small k: transverse, eps-1         9.5078, 9.5078
N*C_far, matched surroundings      -0.00026
N*C_far, vacuum surroundings       -0.56100
vacuum formula                     -0.56057
weak coupling b=0.002: N*C_far/y   0.9927
-- rigid dipoles, Monte Carlo --
dipoles, cell edge                 216, 18 angstrom
applied field                      0.02154 V/angstrom
eps from field response            10.367 +- 0.039
eps from fluctuations              10.585 +- 0.041
G full cell                        1.2325 +- 0.0053
nearest-neighbour mean cosine      -0.03370
far mean cosine C_far              0.001722 +- 0.000033
N*C_far measured                   0.3719 +- 0.0072
N*C_far predicted from field eps   0.3627 +- 0.0017
finite-cell bias, harmonic N=216   0.0034
g = G - N*C_far                    0.8605 +- 0.0055
g from Kirkwood equation           0.8417
G/g measured                       1.4322 +- 0.0104
3 eps/(2 eps+1)                    1.4310
ratio with background eps_inf=2    1.3680
```
